# Rayleigh-Limited Heat Conduction in a Debye Solid With and Without Normal Scattering

## Problem

A three-dimensional isotropic Debye solid has three phonon branches, all with \(\omega=vq\) up to a cutoff \(\omega_D\). It is at temperature \(T>0\) and carries a weak temperature gradient. The one process that destroys crystal momentum is Rayleigh scattering from point defects, with rate \(r(\omega)=1/\tau_R=A\omega^4\). Normal collisions, with rate \(1/\tau_N(\omega)\), conserve crystal momentum. Describe them by Callaway's model, in which they relax the phonons towards a drifting Planck distribution. "Bulk" means that there are no walls.

1. Find the conductivity \(\kappa\) for arbitrary \(\tau_N(\omega)\).
2. Show that the bulk \(\kappa\) is infinite without normal scattering. How does it grow with a low-frequency cutoff, and with the size \(L\) if walls add a rate \(v/L\)?
3. Suppose \(1/\tau_N\ge 1/\tau_R\) at every frequency. Is \(\kappa\) then finite? If a further condition is needed, find it.
4. Find the limit of \(\kappa\) for ever stronger normal scattering when \(k_BT\ll\hbar\omega_D\), and the leading correction to it.
5. Evaluate the results for parameters in the range of very pure sodium fluoride at 15 K, and estimate what the model leaves out.

## Solution

### 1. The conductivity

Let \(x=\hbar\omega/k_BT\), \(n_0=1/(e^x-1)\) and \(p=n_0(n_0+1)=e^x/(e^x-1)^2\). Take the gradient along \(z\), with \(G=-dT/dz\), and let \(\theta\) be the angle between \(\mathbf q\) and \(z\). A Planck distribution drifting with velocity \(U\) is, to first order,

\[
n_U=\frac{1}{e^{(\hbar\omega-\hbar q_zU)/k_BT}-1}\simeq n_0+p\,\frac{\hbar q_zU}{k_BT}.
\]

Since \(\partial n_0/\partial T=p\,\hbar\omega/(k_BT^2)\), the steady linear Boltzmann equation for \(\delta n=n-n_0\) is

\[
Gv\cos\theta\,\frac{p\hbar\omega}{k_BT^2}
=\frac{\delta n}{\tau_R}+\frac{1}{\tau_N}\left(\delta n-p\,\frac{\hbar q_zU}{k_BT}\right).
\]

The deviation is odd in \(\cos\theta\), so it does not change the local energy density and needs no temperature correction. Write \(\delta n=Gv\cos\theta\,(p\hbar\omega/k_BT^2)\,g(\omega)\), where \(g\) is a time. Because \(q_z=(\omega/v)\cos\theta\), the drift term has the same prefactor, multiplied by the constant \(u=UT/(v^2G)\). Dividing by the prefactor gives

\[
\frac{g}{\tau_R}+\frac{g-u}{\tau_N}=1 .
\tag{1}
\]

Normal collisions conserve momentum, so \(\int d^3q\,q_z(\delta n-n_U+n_0)/\tau_N=0\). The factors \(q^2dq\), \(q\) and \(\omega\) combine to \(\omega^4d\omega\). The natural weight is therefore \(w(x)=x^4p\), and with \(\langle f\rangle=\int wf\,dx/\int w\,dx\),

\[
\left\langle\frac{g-u}{\tau_N}\right\rangle=0 .
\tag{2}
\]

The heat flux is \(3\int d^3q\,(2\pi)^{-3}\hbar\omega\,v\cos\theta\,\delta n\). The angular mean of \(\cos^2\theta\) is \(1/3\), and the remaining frequency integral carries the same weight, so

\[
\kappa=\frac{v^2C}{3}\langle g\rangle,\qquad
C=\frac{3k_B}{2\pi^2}\left(\frac{k_BT}{\hbar v}\right)^3\int w\,dx ,
\]

where \(C\) is the heat capacity per volume.

Let \(1/\tau_C=1/\tau_R+1/\tau_N\). Equation (1) gives \(g=\tau_C+u\,\tau_C/\tau_N\). Inserting this in (2),

\[
\left\langle\frac{\tau_C}{\tau_N}\right\rangle
=u\left\langle\frac1{\tau_N}\left(1-\frac{\tau_C}{\tau_N}\right)\right\rangle
=u\left\langle\frac{\tau_C}{\tau_N\tau_R}\right\rangle ,
\]

because \(1-\tau_C/\tau_N=\tau_C/\tau_R\). Hence

\[
\kappa=\frac{v^2C}{3}\left[\langle\tau_C\rangle+
\frac{\langle\tau_C/\tau_N\rangle^2}{\langle\tau_C/(\tau_N\tau_R)\rangle}\right].
\tag{3}
\]

The first term is the direct part: every collision interrupts the flow. The second is the drift part: it restores the momentum that normal collisions hand on.

### 2. No normal scattering

Now \(g=\tau_R\). Let \(a=A(k_BT/\hbar)^4\) be the Rayleigh rate at \(x=1\). The factor \(x^4\) in \(w\) cancels the one in the rate. With a lower cutoff \(x_m\) and \(x_D=\hbar\omega_D/k_BT\),

\[
\kappa=K_0\int_{x_m}^{x_D}\!\frac{e^x\,dx}{(e^x-1)^2}
=K_0\left[\frac1{e^{x_m}-1}-\frac1{e^{x_D}-1}\right],\qquad
K_0=\frac{\hbar}{2\pi^2vAT}.
\tag{4}
\]

For \(x_m\to0\) this grows as \(K_0/x_m=k_B/(2\pi^2vA\,\omega_{\min})\), so the bulk conductivity is infinite. Long waves are few, their heat capacity falling as \(\omega^2\), but their lifetime rises faster, as \(\omega^{-4}\).

A wall rate \(v/L\) replaces the sharp cutoff by a smooth one. Put \(c^4=(v/L)/a\) and \(F=x^2p\), which tends to 1 at small \(x\). For \(x_D\gg1\),

\[
\frac{\kappa}{K_0}=\int_0^\infty\frac{x^2\,dx}{x^4+c^4}
+\int_0^\infty\frac{(F-1)x^2\,dx}{x^4+c^4}.
\]

In the first integral set \(x=ct\), which gives \(I/c\) with \(I=\int_0^\infty t^2dt/(1+t^4)\). The substitution \(t\to1/t\) shows that \(I=\int_0^\infty dt/(1+t^4)\) too. Take half the sum of the two forms and put \(s=t-1/t\):

\[
I=\frac12\int_0^\infty\frac{1+t^{-2}}{t^2+t^{-2}}dt
=\frac12\int_{-\infty}^{\infty}\frac{ds}{s^2+2}=\frac{\pi}{2\sqrt2}.
\]

The second integral has a finite limit for \(c\to0\), since \(F-1\simeq-x^2/12\) at small \(x\):

\[
\int_0^\infty\left[\frac{e^x}{(e^x-1)^2}-\frac1{x^2}\right]dx
=\left[\frac1x-\frac1{e^x-1}\right]_0^\infty=-\frac12 .
\]

Therefore

\[
\kappa\simeq K_0\left[\frac{\pi}{2\sqrt2\,c}-\frac12\right],\qquad c\ll1 .
\tag{5}
\]

As \(c\propto L^{-1/4}\), the conductivity grows as \(L^{1/4}\) without limit.

### 3. Is dominance enough?

Let \(1/\tau_N\ge1/\tau_R\) everywhere. Then \(s=\tau_C/\tau_N=1/(1+\tau_N r)\) lies between \(1/2\) and 1. In the drift part the numerator \(\langle s\rangle^2\) lies between \(1/4\) and 1, and the denominator \(\langle sr\rangle\) between \(\langle r\rangle/2\) and \(\langle r\rangle\). The mean \(\langle r\rangle\) is finite and positive, so the drift part is finite.

The direct part obeys \(\tfrac12\langle\tau_N\rangle\le\langle\tau_C\rangle\le\langle\tau_N\rangle\). Away from \(\omega=0\), \(\tau_N\le\tau_R\) is bounded, so a divergence can come from low frequencies alone, where \(w\simeq x^2\). The result is

\[
\kappa<\infty\quad\Longleftrightarrow\quad\int_0\omega^2\,\tau_N(\omega)\,d\omega<\infty .
\tag{6}
\]

Dominance by itself is thus not sufficient. For \(1/\tau_N\propto\omega^n\) the integrand is \(\omega^{2-n}\), and \(\kappa\) is finite for \(n<3\) and infinite for \(n\ge3\). Two rates show the failure:

- \(1/\tau_N=Dax^3\) with \(D\ge x_D\) is at least as large as the Rayleigh rate \(ax^4\) at every frequency. Yet \(w\tau_C\simeq1/(Dax)\) at small \(x\), and lowering the cutoff from \(x_1\) to \(x_2\) adds \((K_0/D)\ln(x_1/x_2)\).
- \(1/\tau_N=Dax^4\) with \(D\ge1\) also dominates, but the same change adds \(K_0(1/x_2-1/x_1)/(1+D)\).

The reason can be read from \(g=\tau_C+u\,\tau_C/\tau_N\). A long wave shares in the common drift, which contributes at most \(u\), but it also has a direct part \(\tau_C\ge\tau_N/2\), which in these examples grows without limit as \(\omega\to0\). For a normal rate \(\propto\omega^2\) the direct part grows too, but only as \(\omega^{-2}\), and the weight \(\omega^2\) makes up for it. The further condition asked for is therefore (6).

### 4. Strong normal scattering

**Lower bound.** Equation (2) gives \(u=\langle g/\tau_N\rangle/\langle1/\tau_N\rangle\), where \(\langle1/\tau_N\rangle\) is taken to be finite. For functions \(h,f\) define

\[
Q(h,f)=\langle hrf\rangle+\left\langle\frac{hf}{\tau_N}\right\rangle
-\frac{\langle h/\tau_N\rangle\langle f/\tau_N\rangle}{\langle1/\tau_N\rangle}.
\]

It is symmetric, and \(Q(h,h)\ge0\), because the Cauchy–Schwarz inequality gives \(\langle h/\tau_N\rangle^2\le\langle h^2/\tau_N\rangle\langle1/\tau_N\rangle\). Multiplying (1) by \(h\) and averaging gives \(Q(h,g)=\langle h\rangle\). So \(Q(1,g)=1\) and \(Q(g,g)=\langle g\rangle\), while \(Q(1,1)=\langle r\rangle\) since the last two terms cancel. The Cauchy–Schwarz inequality for \(Q\) itself, \(Q(1,g)^2\le Q(1,1)\,Q(g,g)\), then reads \(1\le\langle r\rangle\langle g\rangle\), or

\[
\kappa\ge\kappa_Z,\qquad \kappa_Z=\frac{v^2C}{3\langle r\rangle}.
\]

**Upper bound.** Let \(\varepsilon\) be the largest value of \(\tau_N/\tau_R\). Then \(1/(1+\varepsilon)\le s\le1\), and (3) gives

\[
\kappa\le(1+\varepsilon)\kappa_Z+\frac{v^2C}{3}\langle\tau_C\rangle .
\]

Multiply the normal rate by \(\lambda\). Then \(\varepsilon\) falls as \(1/\lambda\), and \(\langle\tau_C\rangle\le\langle\tau_N\rangle/\lambda\), with \(\langle\tau_N\rangle\) finite by (6). The two bounds close on \(\kappa_Z\), the Ziman limit.

**Its value.** For \(x_D\gg1\) extend the integrals to infinity. From \(p=\sum_m m\,e^{-mx}\),

\[
\int_0^\infty x^kp\,dx=\sum_{m=1}^\infty m\,\frac{k!}{m^{k+1}}=k!\,\zeta(k).
\]

Thus \(\int w\,dx=4!\,\zeta(4)=4\pi^4/15\) and \(\int x^4w\,dx=8!\,\zeta(8)=64\pi^8/15\). Their ratio gives \(\langle r\rangle=16\pi^4a\), and \(C=(2\pi^2/5)k_B(k_BT/\hbar v)^3\). Hence

\[
\kappa_Z=\frac{2\pi^2k_B}{15v}\left(\frac{k_BT}{\hbar}\right)^3\frac{1}{16\pi^4A(k_BT/\hbar)^4}
=\frac{\hbar}{120\pi^2AvT}=\frac{K_0}{60}.
\tag{7}
\]

Without normal scattering one averages the lifetime \(1/r\), which long waves make infinite. In the Ziman limit all phonons share one drift, and one averages the rate \(r\), to which long waves contribute almost nothing. The heat capacity grows as \(T^3\) and the mean rate as \(T^4\), hence \(\kappa_Z\propto1/T\).

**Leading correction.** For small \(\delta=\tau_Nr\), \(s\simeq1-\delta\), so

\[
\frac{\langle s\rangle^2}{\langle sr\rangle}\simeq
\frac{1-2\langle\delta\rangle}{\langle r\rangle-\langle\delta r\rangle}
\simeq\frac1{\langle r\rangle}-\frac{2\langle\tau_Nr\rangle}{\langle r\rangle}
+\frac{\langle\tau_Nr^2\rangle}{\langle r\rangle^2}.
\]

Adding the direct part, \(\langle\tau_C\rangle\simeq\langle\tau_N\rangle\), completes a square:

\[
\kappa-\kappa_Z\simeq\frac{v^2C}{3}\left\langle\tau_N\left(1-\frac{r}{\langle r\rangle}\right)^2\right\rangle .
\tag{8}
\]

For \(1/\tau_N=bx^2\), use \(r/\langle r\rangle=x^4/16\pi^4\) and the moments \(\langle x^{-2}\rangle=5/(4\pi^2)\), \(\langle x^2\rangle=20\pi^2/7\), \(\langle x^6\rangle=1600\pi^6/11\):

\[
\kappa-\kappa_Z\simeq\frac{v^2C}{3b}\,\frac1{\pi^2}\left(\frac54-\frac5{14}+\frac{25}{44}\right)
=\frac{v^2C}{3b}\,\frac{225}{154\pi^2}.
\tag{9}
\]

### 5. Numbers

Sodium and fluorine each have a single stable isotope, so Rayleigh scattering in sodium fluoride comes from impurities and defects and can be weak. Rough values are \(v=4000\) m/s and 0.0125 nm³ per ion. Counting three modes per ion gives \(q_D=(6\pi^2/0.0125\ \text{nm}^3)^{1/3}\), a Debye temperature \(\Theta=\hbar vq_D/k_B\) of 513 K, and \(x_D=34.2\) at 15 K. The scattering strengths are chosen, not measured: \(A=1.5\times10^{-47}\) s³, and \(1/\tau_N=B\omega^2T^3\) with \(B=5\times10^{-23}\) s/K³.

With \(k_BT/\hbar=1.964\times10^{12}\) s⁻¹, the rates at \(x=1\) are \(a=223\) s⁻¹ and \(b=6.51\times10^5\) s⁻¹. Their ratio \((a/b)x^2\) is largest at the Debye cutoff, where it is 0.40. Normal scattering dominates at every frequency, and its exponent \(n=2\) satisfies (6).

From (4), \(K_0=5.94\times10^6\) W/(m K). Without normal scattering, cutoffs \(x_m=0.1\), 0.01 and 0.001 give \(5.64\times10^7\), \(5.91\times10^8\) and \(5.93\times10^9\) W/(m K), about a factor of ten per decade.

With normal scattering,

\[
\kappa_Z=\frac{5.936\times10^6}{60}=9.89\times10^4\ \text{W/(m K)}.
\]

The heat capacity is \(C=6.45\times10^3\) J/(m³ K), and (9) adds

\[
\frac{(4000)^2(6450)}{3(6.508\times10^5)}\times0.1480=7.8\times10^3\ \text{W/(m K)}.
\]

Numerical integration of (3) gives a direct part of \(6.7\times10^3\) and a drift part of \(1.000\times10^5\), in total \(1.07\times10^5\) W/(m K), or 1070 W/(cm K). The sum of (7) and (9) agrees to three digits.

Adding \(v/L\) to the resistive rate in (3) gives the size dependence, in W/(m K). The largest sizes are formal and serve to show the trend. In the first row the uniform wall rate makes normal scattering appear to lower \(\kappa\). That ordering comes from the uniform rate: in a round rod 1 cm across with diffuse walls, the Boltzmann equation solved in space gives \(7.2\times10^4\) with normal scattering and \(6.3\times10^4\) without.

| \(L\) (m) | no normal | with normal |
|---|---|---|
| \(10^{-2}\) | \(6.29\times10^4\) | \(4.73\times10^4\) |
| \(1\) | \(1.23\times10^6\) | \(1.05\times10^5\) |
| \(10^2\) | \(7.52\times10^6\) | \(1.07\times10^5\) |
| \(10^4\) | \(2.92\times10^7\) | \(1.07\times10^5\) |
| \(10^6\) | \(9.84\times10^7\) | \(1.07\times10^5\) |

The last hundredfold step in the middle column is a factor 3.4, not yet \(100^{1/4}=3.2\), because of the offset \(-1/2\) in (5).

The cubic counterexample with \(D=100>x_D\) gives \(5.66\times10^5\) W/(m K) for \(x_m=10^{-3}\) and \(9.76\times10^5\) for \(x_m=10^{-6}\). The rise, \(4.10\times10^5\), is \((K_0/100)\ln1000\), and it recurs for every further factor of 1000.

**What the model leaves out.** Each change below is relative to the stated model value, with \(A\), \(B\) and \(T\) held fixed.

- *Walls.* For \(L=1\) cm, \(v/L=4.0\times10^5\) s⁻¹ exceeds the mean Rayleigh rate, \(3.5\times10^5\) s⁻¹, and \(\kappa\) falls by 56 %. This is only an order-of-magnitude estimate: the normal path \(v\langle\tau_N\rangle=0.78\) mm is shorter than the crystal, so momentum has to diffuse to the walls, which a uniform rate ignores. The actual fall is smaller and depends on the shape of the cross-section. Solving the Boltzmann equation in space, with walls that scatter diffusely, gives about a third for a round rod 1 cm across and about a fifth between wide parallel faces 1 cm apart.
- *Umklapp scattering.* A rough rate \((10^{-18}\ \text{s/K})\,\omega^2T e^{-\Theta/3T}\) lowers the bulk \(\kappa\) by 5 %. This figure depends strongly on the assumed rate: it becomes 13 % with three times the prefactor, and 0.5 % with \(\Theta/2.5T\) in the exponent. The effect on part 2 is qualitative. Being proportional to \(\omega^2\), the umklapp rate makes the low-frequency integral converge, and \(\kappa\) without normal scattering becomes \(3.5\times10^6\) W/(m K) instead of infinite. The divergence belongs to the model with Rayleigh scattering alone.
- *Unequal speeds and dispersion.* For general isotropic branches with group velocity \(v_g\), insert the common drift \(\delta n=p\hbar q_zU/k_BT\), and let \(M=\sum\int q^3\omega v_g\,p\,dq/2\pi^2\) and \(R=\sum\int q^4\,r\,p\,dq/2\pi^2\). Equating the momentum supplied by the gradient, \(\hbar^2GM/(3k_BT^2)\), to that lost by resistive scattering, \(\hbar^2UR/(3k_BT)\), gives \(U=GM/(TR)\). The heat flux is \(\hbar^2UM/(3k_BT)\), and dividing it by \(G\) gives

\[
\kappa_Z=\frac{\hbar^2}{3k_BT^2}\,
\frac{\left(\sum\int q^3\omega v_g\,p\,dq/2\pi^2\right)^2}{\sum\int q^4\,r\,p\,dq/2\pi^2}.
\]

For a longitudinal speed 1.6 times the transverse one, at fixed mean of \(v^{-3}\), numerical integration lowers \(\kappa_Z\) by 12 %. For three equal branches \(\omega=(2vq_D/\pi)\sin(\pi q/2q_D)\), with the rate still \(A\omega^4\), it lowers \(\kappa_Z\) by 20 %.

**The real crystal.** Second sound, which needs frequent normal and rare resistive collisions, has been observed in very pure sodium fluoride at temperatures of this order. The measured peak conductivity is roughly of order \(10^4\) W/(m K), well below the bulk value found here. Real samples have walls. In a round rod 1 cm across, diffuse walls lower the result to about \(7\times10^4\) W/(m K), and the umklapp rate assumed above changes this by only a few per cent. For a rod of this size the two effects alone do not bring the model down to the measured size. Thinner rods come much closer: with the same \(A\) and umklapp rate, a rod 5 mm across gives about \(5\times10^4\) W/(m K) and one 3 mm across about \(3\times10^4\) W/(m K). The chosen \(A\) also stands for a very clean crystal, and \(\kappa_Z\propto1/A\). In this model \(A\) could be raised by a factor of 2.5 at most before Rayleigh scattering overtook normal scattering at the Debye cutoff. The value \(10^5\) W/(m K) is thus a property of the bulk model, not a prediction for a sample.

All numerical values are calculated from the stated model.
